Why Thermal Spins Cannot Explain Large Spin-Dependent Recombination Signals

**Question.** Carriers recombine through paramagnetic defects at the interface between a semiconductor and an insulator. Microwaves that flip the defect spins at 0.34 T and 300 K change the recombination current by a fraction of, say, 10⁻⁴. Can the thermal polarisation of the spins produce such a signal, and if not, what must be true of the spins?

**Answer.**

**How a spin flip can change recombination**

A carrier captured by a singly occupied defect shares an orbital with the electron already there. The Pauli principle then requires a singlet. Microwaves change the recombination rate by changing the probability that a carrier and a defect meet as a singlet.

To find that probability, write the spins as σ1/2 and σ2/2, with σ the Pauli matrices. Since σ1² = σ2² = 3, the total spin obeys

S² = (σ1 + σ2)²/4 = (6 + 2 σ1·σ2)/4.

S² is 0 for the singlet and 2 for the triplets, so σ1·σ2 is −3 or +1. The operator (1 − σ1·σ2)/4 is therefore 1 on the singlet and 0 on the triplets, and the singlet probability is

p_S = (1 − ⟨σ1·σ2⟩)/4.

In Lepine's model the two partners meet at random. Their spins are uncorrelated, the average factorises, and

p_S = (1 − P1·P2)/4,

where P1 and P2 are the polarisation vectors. Unpolarised spins give 1/4. Parallel polarisations lower p_S, and microwaves that remove one of them restore 1/4. Recombination rises, by an amount set by the product of two polarisations.

**How large the polarisation can be**

A free spin in a field B has two levels separated by gμ_B B. With x = gμ_B B/(2k_B T), the Boltzmann weights are e^x and e^(−x), so

P = (e^x − e^(−x))/(e^x + e^(−x)) = tanh x.

I count polarisation as positive along its thermal direction; carrier and defect then have the same sign, and I take the same g for both.

Carriers in an inversion layer may be degenerate. Let both spin directions have the same orbital density of states, without magnetic interactions. At an orbital energy whose distance from the chemical potential is y k_B T, the ratio of the two Fermi occupations is

(1 + e^(y+x))/(1 + e^(y−x)) ≤ e^(2x).

This holds because multiplying out the right side gives e^(2x) + e^(y+x), which is at least 1 + e^(y+x) for x ≥ 0. The total populations obey the same inequality, so P ≤ tanh x: degeneracy lowers the polarisation. For a two-dimensional band with the chemical potential 3k_B T above the band edge and x = 0.5, the polarisation is 0.34 of tanh x.

**The largest signal from uncorrelated spins**

Let singlet encounters recombine with coefficient k_S and triplet encounters with k_T. The mean coefficient is

K = k_T + (k_S − k_T) p_S.

For k_T = 0 and thermal polarisation P of both partners, K = k_S(1 − P²)/4. Saturating one resonance makes that partner's polarisation zero and K = k_S/4. The relative change is

δ_sat = 1/(1 − P²) − 1 = P²/(1 − P²).

Saturation is not the strongest possible manipulation. Suppose that microwaves may turn or shorten the two vectors in any way, but not lengthen them beyond P. Then P1·P2 lies between −P² and +P², and for k_S > k_T

K_max/K_min − 1 = (k_S − k_T)(P²/2) / [k_T + (k_S − k_T)(1 − P²)/4].

Raising k_T lowers the numerator and raises the denominator, so the largest value is at k_T = 0:

δ_max = 2P²/(1 − P²).

Inverting one of the spins reaches it. If triplets recombine faster, K is largest when p_S is smallest, and the largest change, at k_S = 0, is 2P²/(3 − P²), which is smaller still.

**Can selective capture build up polarisation?**

Carriers of one spin direction are captured preferentially by defects of the other. It is conceivable that this selection pushes the polarisations above their thermal values, which would defeat the bound. Mean-field kinetics answers the question.

Let n and N be the densities of carriers and singly occupied defects, with polarisations P_e and P_d, so that n± = n(1 ± P_e)/2 and N± = N(1 ± P_d)/2. Antiparallel partners react with coefficient c. New carriers, and defects that return from double to single occupation, start unpolarised. The spins relax towards the thermal values P_e0 and P_d0 in times T1e and T1d. Capture removes carrier polarisation at the rate

c(n₊N₋ − n₋N₊) = (cnN/4)[(1+P_e)(1−P_d) − (1−P_e)(1+P_d)] = (cnN/2)(P_e − P_d).

For the defects the sign of the difference is reversed. In the steady state, capture and relaxation balance:

P_e − P_e0 = −α(P_e − P_d), α = T1e cN/2,

P_d − P_d0 = −β(P_d − P_e), β = T1d cn/2.

The second equation gives (1+β)P_d = P_d0 + βP_e. Multiply the first, written as (1+α)P_e = P_e0 + αP_d, by (1+β) and insert this. The term αβP_e cancels, leaving

P_e = [(1+β)P_e0 + αP_d0]/(1+α+β),

and by exchange of the roles,

P_d = [(1+α)P_d0 + βP_e0]/(1+α+β).

Both are weighted means of the thermal values, so with an unpolarised supply capture cannot carry either polarisation beyond the larger of them in the steady state. The unpolarised supply matters. If new carriers arrive with the thermal polarisation, as from a contact in equilibrium with the field, and both thermal values equal a small P, the first equation gains the term +αP. Then P_d = P[1 + αβ/(1+α+β)] and P_e = P[1 + α(1+β)/(1+α+β)]: spin is delivered, conserved in capture and accumulates until it relaxes. The excess is below αP, so it is small when carrier spins relax faster than they are captured, but for α = β = 30 both polarisations are about 16P. Likewise, after the generation is switched off, the carriers that remain stay polarised beyond the thermal value, approaching the solution of P_e − P_e0 = αP_d0(1 − P_e²). Integrating the four populations in time with thermal values 0.35 and 0.15 gives steady values 0.318 and 0.305, in agreement with these formulas.

The same kinetics shows what a photoconductivity measurement sees. The total capture rate is

c(n₊N₋ + n₋N₊) = cnN(1 − P_e P_d)/2,

and in the steady state it equals the generation rate G. If defects are emptied by holes at a fixed rate per doubly occupied defect, G also fixes the number of doubly occupied defects, and hence N. Then n = 2G/[cN(1 − P_e P_d)]. With both thermal values equal to P, saturation lowers n by the fraction P². The numerical solution for P = 0.3 gives a change of −0.09, as it should.

**The thermal limit in numbers**

At 0.34 T the Zeeman energy with the free-electron g factor is 39.41 μeV, and at 300 K the thermal energy is 25.85 meV. Hence

x = 39.41 × 10⁻⁶ / (2 × 25.85 × 10⁻³) = 7.62 × 10⁻⁴,

and P = tanh x has the same value to this accuracy. Therefore

δ_sat = 5.8 × 10⁻⁷, δ_max = 1.16 × 10⁻⁶.

Saturation thus stays below 10⁻⁶, while complete inversion could slightly exceed that value. Neither comes near 10⁻⁴.

Uncorrelated spins could give 10⁻⁴ by saturation if both had polarisation 0.01, which is 13 times the thermal value. At 0.34 T this would require cooling to about 23 K. At 300 K it would require excess polarisation: from optical pumping, spin injection or magnetic order, or from the accumulation described above, which needs a polarised supply with both α and β well above 1 and still gives a signal varying as B². Alternatively, the current would have to respond about 170 times more than proportionally to the recombination coefficient. If these causes are excluded, and the microwaves do not change the current by resonant heating, the assumption left to give up is the factorisation of ⟨σ1·σ2⟩.

**How unpolarised spins become correlated**

Suppose that a carrier and a defect do not part after one encounter, but form a pair that lives for some time before it recombines or dissociates. This is the idea of the Kaplan–Solomon–Mott model. Let pairs form with random spins at rate F and dissociate at rate d, and let a pair in the singlet state recombine at rate k_S. Thermal polarisation is set to zero.

The two spins have different Larmor frequencies. Let the difference be much larger than all the rates and than any coupling between the spins. An antiparallel pair such as ↑↓ is an equal superposition of the singlet and the triplet T₀, whose relative phase turns at the difference frequency. Averaged over this fast motion, both antiparallel states recombine at

κ = k_S/2,

while the parallel states ↑↑ and ↓↓ are pure triplets and do not recombine.

Spin relaxation turns parallel into antiparallel pairs and back, at rate W each way. If each spin has relaxation time T1, it flips at rate 1/(2T1) in each direction. A flip of either spin changes the class of the pair, so W = 1/T1.

Let u be the number of parallel pairs and v that of antiparallel pairs. In the steady state,

0 = F/2 − du − W(u − v),

0 = F/2 − (d + κ)v + W(u − v).

Subtracting the first from the second gives

(d + 2W)(u − v) = κv.

Parallel pairs are in excess because antiparallel ones are removed faster. The excess is shared equally between ↑↑ and ↓↓, so neither spin is polarised, yet each predicts something about the other. The measure of this is

C = ⟨σ1z σ2z⟩ = (u − v)/(u + v).

With v = (1 − C)(u + v)/2, the previous equation becomes (d + 2W)C = κ(1 − C)/2, or

C = κ/(κ + 2d + 4W).

Dissociation and relaxation both weaken the correlation: the first replaces old pairs by random ones, the second randomises the pairs that stay.

**The signal from pairs**

In the dark, u = v[1 + κ/(d + 2W)]. Adding the two rate equations gives F = d(u + v) + κv, hence

F = v[2d + κ + dκ/(d + 2W)].

The recombination rate is

R_dark = κv = κF/[2d + κ + dκ/(d + 2W)].

Microwaves that saturate one of the two resonances equalise u and v. Then F = (2d + κ)v and R_sat = κF/(2d + κ). The signal A = R_sat/R_dark − 1 is

A = κd/[(κ + 2d)(d + 2W)].

No magnetic field and no thermal polarisation appear in it. Since C/(1 − C) = κ/[2(d + 2W)], it can also be written as

A = [C/(1 − C)] · 2d/(κ + 2d).

The first factor is the pair counterpart of P²/(1 − P²), with the correlation C in place of the product of polarisations. The second accounts for the fall in the number of pairs when they recombine faster. It is at most 1, so within this model a signal A requires C ≥ A/(1 + A).

The limits show what the signal needs. If relaxation is fast, W → ∞, the excess of parallel pairs vanishes and so does A. If dissociation is very slow, d → 0 at fixed W > 0, nearly every pair recombines in the end; microwaves hasten its fate without altering it, and A vanishes although C does not. If κ ≫ d and W ≪ d, A approaches 1 and the recombination rate doubles.

The correlation need not be quantum entanglement. A mixture of ↑↑, ↓↓, ↑↓ and ↓↑ with unequal weights is a mixture of product states, and its correlation is classical.

**A weakly selective pair in numbers**

Take round model parameters: k_S = 2 × 10⁻⁴ μs⁻¹, d = 0.01 μs⁻¹ and T1 = 50 μs for both spins. Then κ = 10⁻⁴ μs⁻¹ and W = 0.02 μs⁻¹. The correlation is

C = 10⁻⁴/(10⁻⁴ + 0.02 + 0.08) = 1.0 × 10⁻³,

and the signal is

A = (10⁻⁴ × 0.01)/(0.0201 × 0.05) = 9.95 × 10⁻⁴.

Even under saturation only the fraction κ/(κ + 2d), about 0.5 per cent, of these pairs recombines; the rest dissociate. Relaxation is also faster than dissociation. Still, the signal is about 1700 times the thermal saturation limit.

The rate equations rest on the averaging over the fast phase and on complete saturation. Both can be checked with the full density matrix of the pair, including a coherent microwave field. With a Larmor difference of 200 rad/μs and a Rabi frequency ω1 = 1 rad/μs, its steady state gives the same C and a signal of 9.93 × 10⁻⁴. Its off-diagonal elements without microwaves are of order 10⁻⁷ of the trace. Its partial transpose is positive, which for two spins 1/2 excludes entanglement.

The signal is 0.2 per cent below the formula because saturation is incomplete. The drive turns σ1zσ2z into σ1yσ2z at the rate ω1. For κ ≪ d the first decays at d + 2/T1 = 0.05 μs⁻¹. The second decays at d + 1/(2T1) + 1/T1 = 0.04 μs⁻¹, because in this model, which has no pure dephasing, the transverse component of spin 1 relaxes at half the rate of its z component (an added dephasing rate of 1 μs⁻¹ would raise the shortfall to 5 per cent). Balancing rotation against decay leaves the fraction

0.05 × 0.04/(1² + 0.05 × 0.04) = 0.002

of the original correlation, which is the missing part.

The example assumes that all pairs share one sharp resonance. At a real interface, hyperfine fields and differently oriented defects spread the Larmor frequencies. If this static spread is much larger than the saturated line width, which is about ω1 here and larger when the spins dephase, the microwaves saturate only a fraction of the pairs, and the signal is smaller accordingly.

**Where the two mechanisms meet**

For κ ≪ d the pair signal is close to κ/[2(d + 2W)]. It exceeds the thermal saturation limit when

κ/(d + 2W) > 2P² ≈ 1.16 × 10⁻⁶.

The example has 2 × 10⁻³. A very slight preference for removing singlets is therefore enough, provided that the partners stay together and both spins keep their orientation while it acts. For unequal relaxation times W = 1/(2T1a) + 1/(2T1b). If one partner relaxed in 1 μs, the signal in the example would be at most 4.8 × 10⁻⁵; if it relaxed in 10 ns, C would be 5 × 10⁻⁷ and the pair signal would lie below the thermal limit.

In the opposite limit, pairs dissociate so fast that selection has no time to act, and the spins with which they arrive decide the outcome. Solving the same density-matrix equation for such pairs, supplied by reservoirs of polarisation 0.1, gives a signal of 0.0101 when one reservoir is saturated. This is P²/(1 − P²) for P = 0.1. Lepine's result is thus the short-lived limit of the pair description.

Thermal polarisation also acts on long-lived pairs, but in the example, with pairs formed from thermally polarised spins, it adds only 5.8 × 10⁻⁷ to the signal, about as much as the thermal mechanism gives alone.

**How an experiment can tell them apart**

For small x the thermal signal varies as B²/T². At one tenth of the field its saturation limit falls by a factor of 100, to 5.8 × 10⁻⁹. The pair signal in the example changes from 9.94 × 10⁻⁴ to 9.90 × 10⁻⁴, with the Larmor difference reduced in proportion to the field and all rates held fixed. This drop of 0.4 per cent is negligible beside the hundredfold fall of the thermal limit.

Field independence has its own conditions. In a real device T1 or the pair rates may depend on the field. At still lower fields the two resonances may overlap, and the derivation of κ and of selective saturation then fails. A weak field dependence is therefore strong evidence against thermal polarisation, but it does not by itself prove this particular pair model. What the size of the signal establishes is more general: without excess polarisation, resonant heating or a strongly amplifying current, the spins that recombine cannot be independent of each other. The values used here are listed in the numerical output below.

Computed values

```
magnetic field: 0.34 T
temperature: 300 K
free-electron g factor: 2.00232
resonance frequency: 9.528 GHz
Zeeman energy: 39.41 micro-eV
thermal energy kT: 25.85 meV
thermal polarisation P: 0.0007622
thermal limit, saturation: 5.809e-07
thermal limit, inversion or any manipulation: 1.162e-06
thermal saturation limit at one tenth field: 5.809e-09
Fermi test, x = gap/(2kT): 0.5
Fermi test, P/tanh(x) at mu = 3 kT: 0.3368
kinetic test, thermal carrier polarisation: 0.35
kinetic test, thermal defect polarisation: 0.15
kinetic test, steady carrier polarisation: 0.3184
kinetic test, steady defect polarisation: 0.3051
kinetic test, common thermal polarisation: 0.3
kinetic test, carrier density change: -0.09
pair singlet recombination rate k_s: 0.0002 1/us
pair antiparallel recombination rate kappa: 0.0001 1/us
pair dissociation rate d: 0.01 1/us
spin relaxation time T1, both spins: 50 us
parallel-antiparallel rate W: 0.02 1/us
Larmor difference: 200 rad/us
equivalent g difference: 0.006689
microwave Rabi frequency: 1 rad/us
pair correlation C, density matrix: 0.000999
pair correlation C, formula: 0.000999
largest off-diagonal element, normalised: 1.249e-07
pair signal, formula: 0.000995
pair signal, density matrix, P = 0: 0.000993
pair signal, density matrix, thermal P: 0.0009936
change of pair signal due to thermal P: 5.796e-07
pair signal at one tenth field: 0.0009899
pair signal / thermal saturation limit: 1710
threshold kappa/(d+2W) for C to equal P^2/(1-P^2): 1.162e-06
example kappa/(d+2W): 0.002
short-pair test, reservoir polarisation: 0.1
short-pair test, signal: 0.0101
target signal: 0.0001
correlation needed for target: 9.999e-05
uncorrelated polarisation needed for target: 0.01
needed polarisation / thermal P: 13.12
current leverage needed with thermal spins: 172.2
temperature for thermal spins to reach target: 22.87 K
```
